# Linear magnetoresistance and its crossover field in the Parish-Littlewood network: a numerical check

```python
# Parish-Littlewood network of four-terminal Hall disks (terminals W,S,E,N, half-angle delta).
# Disk: V = (s z0 + h A) I, s sheet resistance, h = s mu B; a, q dipole/quadrupole eigenvalues
# of z0; rho = 2 a s. Under test: bulk resistivity ignores a uniform h and equals rho F(x),
# x = dmu B/(2a); R = R0 + B^2 sum w/(1+B^2 lam^2); F = 1+g x^2 at small x, linear at large x;
# a large two-terminal square has R/R0 = sqrt(F^2 + (mu B/2a)^2), so the field Bx at which
# R = sqrt(2) R0 is 2a/mu (small spread) or 2a xstar/dmu (large spread), F(xstar) = sqrt(2).
# Reference road: Kirchhoff nodal analysis. s = 1 unless stated.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.linalg import cholesky, solve_triangular, eigh
from scipy.spatial import Delaunay
from scipy.optimize import brentq

rng = np.random.default_rng(7)
delta = np.pi/6
m = np.arange(1, 200001)
t = (np.sin(m*delta)/(m*delta))**2/m
k4 = np.arange(4)
zd = [np.sum(t*np.cos(m*d*np.pi/2))/np.pi for d in range(4)]
J = np.ones((4, 4))/4
P = np.eye(4) - J
z0 = P @ np.array([[zd[(k-l) % 4] for l in k4] for k in k4]) @ P
A = P @ (0.5*np.sign(k4[:, None]-k4[None, :])) @ P
a = 2/np.pi*t[m % 2 == 1].sum()
q = 4/np.pi*t[m % 4 == 2].sum()
rho = 2*a
assert np.allclose(np.linalg.eigvalsh(z0), sorted([0, a, a, q]), atol=1e-9)
assert np.allclose(A @ np.array([1, -1, 1, -1]), 0, atol=1e-14)
E2 = np.array([[1., 0], [0, 1], [-1, 0], [0, -1]])
C = np.array([[-1., 0, 0, 1], [1, -1, 0, 0], [0, 1, -1, 0], [0, 0, 1, -1]])

def assemble(ids, loc, n):
    k = ids.shape[1]
    r, c = np.repeat(ids, k, axis=1).ravel(), np.tile(ids, (1, k)).ravel()
    return sp.coo_matrix((loc.ravel(), (r, c)), shape=(n, n)).tocsc()

# finite elements for one disk with the full Hall conductivity tensor
nr, beta = 60, 1.5
pts = [np.zeros((1, 2))]
for i in range(1, nr+1):
    th = 2*np.pi*np.arange(6*i)/(6*i) + (0.37*i if i < nr else 0)
    pts.append(i/nr*np.c_[np.cos(th), np.sin(th)])
pts = np.vstack(pts)
tri = Delaunay(pts).simplices
T = pts[tri[:, 1:]] - pts[tri[:, :1]]
keep = np.abs(np.linalg.det(T)) > 1e-13
tri, T = tri[keep], T[keep]
G = np.linalg.inv(T).transpose(0, 2, 1)
G = np.concatenate([-G.sum(1, keepdims=True), G], axis=1)
sig = np.linalg.inv(np.array([[1, -beta], [beta, 1]]))
Ke = 0.5*np.abs(np.linalg.det(T))[:, None, None]*(G @ sig @ G.transpose(0, 2, 1))
load = np.zeros((len(pts), 4))
for k, centre in enumerate([180, 270, 0, 90]):
    for d in range(-30, 30):
        for e in (d, d+1):
            load[len(pts)-360 + (centre+e) % 360, k] += 0.5/60
load = load @ P
phi = splu(assemble(tri, Ke, len(pts))[1:, 1:].tocsc()).solve(load[1:])
err = np.abs(load[1:].T @ phi - (z0 + beta*A)).max()
assert err < 3e-3   # mesh error
print(f"delta = {np.degrees(delta):.0f} deg: a = {a:.4f}, q = {q:.4f}, 2a = {rho:.4f}")
print(f"element vs finite elements at mu B = {beta}: max error {err:.1e} (units of s)")

def Zs(s, h):
    return s.reshape(-1, 1, 1)*z0 + h.reshape(-1, 1, 1)*A
def Ys(s, h):
    return np.linalg.inv(Zs(s, h) + J) - J
def xy(shape):
    return [u.ravel() for u in np.indices(shape)]

def nodal_torus(s, h):
    N = len(h); x, y = xy(h.shape); n = N*N
    ids = np.c_[x*N+y, n+x*N+y, (x+1) % N*N+y, n+x*N+(y+1) % N]
    Y = Ys(s, h); Iloc = Y @ (0.5*E2)
    rhs = np.zeros((2*n, 2)); np.add.at(rhs, ids, -Iloc)
    V = np.zeros((2*n, 2))
    V[1:] = splu(assemble(ids, Y, 2*n)[1:, 1:].tocsc()).solve(rhs[1:])
    return np.linalg.inv(0.5*E2.T @ (Y @ V[ids] + Iloc).mean(0))

def nodal_2t(s, h):
    M, N = h.shape; x, y = xy(h.shape); o = (M+1)*N; n = o + M*(N+1)
    ids = np.c_[x*N+y, o+x*(N+1)+y, (x+1)*N+y, o+x*(N+1)+y+1]
    Gm = assemble(ids, Ys(s, h), n)
    free = np.r_[N:M*N, o:n]
    V = np.zeros(n); V[:N] = 1
    V[free] = splu(Gm[free][:, free].tocsc()).solve(-(Gm @ V)[free])
    return 1/(Gm @ V)[:N].sum()

def torus_faces(N):
    x, y = xy((N, N)); X, Yp = (x+1) % N, (y+1) % N
    return np.c_[x*N+y, X*N+y, X*N+Yp, x*N+Yp]

def mesh_torus(s, h):
    n = h.size; ids = torus_faces(len(h)); Z = Zs(s, h)
    src = np.zeros((n, 2)); np.add.at(src, ids, C.T @ Z @ E2)
    ph = np.zeros((n, 2))
    ph[1:] = splu(assemble(ids, C.T @ Z @ C, n)[1:, 1:].tocsc()).solve(-src[1:])
    return (E2.T @ Z @ (E2 + C @ ph[ids])).mean(0)

def spectrum(h, ids, n, free):
    L = assemble(ids, C.T @ Zs(1+0*h, 0*h) @ C, n).toarray()[np.ix_(free, free)]
    K = assemble(ids, C.T @ Zs(0*h, h) @ C, n).toarray()[np.ix_(free, free)]
    b = np.zeros((n, 2)); np.add.at(b, ids, C.T @ Zs(0*h, h) @ E2)
    R = cholesky(L, lower=True)
    S = solve_triangular(R, solve_triangular(R, K, lower=True).T, lower=True).T
    l2, U = eigh(S.T @ S)
    return np.clip(l2, 0, None), (U.T @ solve_triangular(R, b[free], lower=True))**2

def gauss(M, N):
    u = rng.standard_normal((M, N))
    return (u-u.mean())/u.std()
one = lambda M, N: np.ones((M, N))

# loop equations, bond form of K, shift theorem, Onsager symmetry, stripes
N = 12
s, h = np.exp(0.5*gauss(N, N)), 3*gauss(N, N) + 1
r1 = nodal_torus(s, h)
assert np.allclose(r1, mesh_torus(s, h), atol=1e-9)
K = assemble(torus_faces(N), C.T @ Zs(0*h, h) @ C, N*N).toarray()
Kb = np.zeros_like(K)
for x in range(N):
    for y in range(N):
        Kb[x*N+y, x*N+(y+1) % N] = (h[x, y]-h[x-1, y])/2
        Kb[x*N+y, (x+1) % N*N+y] = (h[x, y-1]-h[x, y])/2
assert np.allclose(K, Kb-Kb.T, atol=1e-12)
r2 = nodal_torus(s, h+5)
assert np.allclose(r2-r1, [[0, -5], [5, 0]], atol=1e-8)
assert np.allclose(nodal_torus(s, -h), r1.T, atol=1e-9)
Ra, Rb = nodal_2t(s, h), nodal_2t(s, h+5)
assert Rb > 1.1*Ra
print(f"12x12 shift h->h+5: torus rho_xx {r1[0,0]:.5f} -> {r2[0,0]:.5f}, 2-terminal R {Ra:.3f} -> {Rb:.3f} (s)")
s = np.exp(0.5*gauss(16, 16)); r0 = nodal_torus(s, 0*s)[0, 0]
mr_h = nodal_torus(s, 14+0*s)[0, 0]/r0-1
mr_mu = nodal_torus(s, 14*s)[0, 0]/r0-1
assert abs(mr_h) < 1e-8 and mr_mu > 0.5
print(f"ln s spread 0.5, 16x16 torus: MR uniform h=14: {abs(mr_h):.0e}; uniform mu B=14: {mr_mu:.3f}")
rs = nodal_torus(one(6, 6), 4*(-1.)**np.arange(6)[:, None]*one(6, 6))
assert abs(rs[0, 0]-rho-16/rho) < 1e-8 and abs(rs[1, 1]-rho) < 1e-8
print(f"columns h=+-4: rho_xx = {rs[0,0]:.4f}, rho_yy = {rs[1,1]:.4f} (s)")

# spectral form: two-terminal and torus
for h in (one(7, 6), 0.4+gauss(7, 6)):
    M, N = h.shape; x, y = xy(h.shape); W = N+1
    ids = np.c_[x*W+y, (x+1)*W+y, (x+1)*W+y+1, x*W+y+1]
    free = np.array([i for i in range((M+1)*W) if 0 < i % W < N])
    l2, w = spectrum(h, ids, (M+1)*W, free)
    for B in (0.5, 3., 30.):
        Rs = rho*M/N + B*B*np.sum(w[:, 0]/(1+B*B*l2))/N**2
        assert abs(Rs/nodal_2t(one(M, N), B*h)-1) < 1e-7
u = gauss(12, 12)
l2, w = spectrum(rho*u, torus_faces(12), 144, np.arange(1, 144))
Fs = lambda x: 1 + x*x*np.sum(w[:, 0]/(1+x*x*l2))/(144*rho)
for x in (0.5, 3., 30.):
    assert abs(Fs(x)*rho/nodal_torus(one(12, 12), x*rho*u)[0, 0]-1) < 1e-7
assert Fs(2e6)/Fs(1e6) < 1.01
print(f"12x12 random torus saturates: F(1e6) = {Fs(1e6):.2f}, F(2e6) = {Fs(2e6):.2f}")

# uniform two-terminal networks
for N, expect in ((4, 2), (5, 0)):
    p = np.log2(nodal_2t(one(N, N), 2e3*one(N, N))/nodal_2t(one(N, N), 1e3*one(N, N)))
    assert abs(p-expect) < 0.02
    print(f"uniform {N}x{N}: dlnR/dlnB at mu B ~ 1e3 = {p:.4f}")
for x in (0.5, 1., 2., 4.):
    r = nodal_2t(one(60, 60), x*rho*one(60, 60))/rho
    assert abs(r/np.hypot(1, x)-1) < 0.04
    print(f"uniform 60x60, h/rho = {x}: R/R0 = {r:.4f}, sqrt(1+(h/rho)^2) = {np.hypot(1, x):.4f}")
Rbar = [nodal_2t(one(M, 20), 4*rho*one(M, 20))/rho for M in (20, 40, 60)]
assert abs(Rbar[2]-Rbar[1]-1) < 0.02
print("bars N=20, M=20,40,60, h/rho=4: R/rho =", *[f"{r:.4f}" for r in Rbar])
print("  their MR =", *[f"{r/(i+1)-1:.4f}" for i, r in enumerate(Rbar)])

# low-field coefficient g
def gsum(k):
    sx, sy = np.sin(k/2)[:, None]**2, np.sin(k/2)[None, :]**2
    den = sx*(1-sy) + sy*(1-sx) + 2*q/a*sx*sy
    return np.sum(sx*(1-sy)/np.where(den > 0, den, 1))/len(k)**2
h = np.zeros((8, 8)); h[3, 5] = 0.01
g8 = (nodal_torus(one(8, 8), h)[0, 0]-rho)*rho*64/1e-4
assert abs(g8/gsum(2*np.pi*np.arange(8)/8)-1) < 1e-3
g = gsum(2*np.pi*(np.arange(800)+0.5)/800)
print(f"g: 8x8 single impurity {g8:.5f}, 8x8 zone sum {gsum(2*np.pi*np.arange(8)/8):.5f}, infinite {g:.5f}")

# bulk function F(x), 40x40 torus, 10 samples
xs = np.array([0.1, 0.5, 1, 1.5, 2, 3, 4, 6, 8, 12, 16, 24.])
us = [gauss(40, 40) for _ in range(10)]
Fd = np.array([[np.trace(mesh_torus(one(40, 40), x*rho*u))/(2*rho) for u in us] for x in xs])
Fm, Fe = Fd.mean(1), Fd.std(1, ddof=1)/np.sqrt(10)
for x, f, e in zip(xs, Fm, Fe):
    print(f"x = {x:4.1f}: F = {f:.4f} +- {e:.4f}")
assert abs((Fm[0]-1)/0.01/g-1) < 0.05   # sampling noise, fourth order
c = np.polyfit(xs[8:], Fm[8:], 1)[0]
p = np.log((Fm[-1]-1)/(Fm[8]-1))/np.log(3)
assert 0.8 < p < 1.25
print(f"(F(0.1)-1)/x^2 = {(Fm[0]-1)/0.01:.4f}; slope c (x=8..24) = {c:.3f}; MR exponent = {p:.3f}")
Wc = np.zeros(2)
for _ in range(8):
    l2, w = spectrum(rho*gauss(24, 24), torus_faces(24), 576, np.arange(1, 576))
    Wc += [w[l2 < l*l].mean(1).sum()/(576*rho*8) for l in (0.1, 0.2)]
assert 1.4 < Wc[1]/Wc[0] < 2.8 and abs(np.pi*Wc[1]/0.4/c-1) < 0.35
print(f"24x24 weight |lam|<0.1: {Wc[0]:.4f}, <0.2: {Wc[1]:.4f}, pi w(0) ~ {np.pi*Wc[1]/0.4:.3f}")
def F(x):
    return 1 + x*x*np.interp(x, xs, (Fm-1)/xs**2) if x < 2 else np.interp(x, xs, Fm)
xstar = brentq(lambda x: F(x)-np.sqrt(2), 0.2, 6)
print(f"xstar = {xstar:.3f}")

# worked example
s0, N = 10.0, 32
R0 = nodal_2t(s0*one(N, N), 0*one(N, N))
assert abs(R0/(rho*s0)-1) < 1e-9
print(f"example: s = {s0:.0f} ohm, {N}x{N}, R0 = {R0:.3f} ohm, 8 samples")
print(f"2a/mu at 0.5 m^2/Vs = {rho/0.5:.3f} T; 2a xstar/dmu at 0.5 m^2/Vs = {rho*xstar/0.5:.3f} T")
us = [gauss(N, N) for _ in range(8)]
Bd = {}
for mu, dmu in ((.5, 0), (.5, .125), (.5, .5), (.125, .5), (0, .5)):
    pred = lambda B: np.hypot(F(dmu*B/rho), mu*B/rho)
    direct = lambda B: np.mean([nodal_2t(s0*one(N, N), s0*B*(mu+dmu*u))
                                for u in (us if dmu else us[:1])])/R0
    Bp = brentq(lambda B: pred(B)-np.sqrt(2), 0.1, 30)
    Bs = Bp*np.array([0.8, 1, 1.2])
    Bx = np.interp(np.sqrt(2), [direct(B) for B in Bs], Bs)
    Bd[mu, dmu] = Bx
    assert abs(Bx/Bp-1) < 0.10   # boundary layer of order 1/N, sampling noise
    d10, d20 = direct(10.), direct(20.)
    assert abs(d10/pred(10.)-1) < 0.15 and abs(d20/pred(20.)-1) < 0.15
    print(f"mu={mu}, dmu={dmu} m^2/Vs: Bx direct {Bx:.3f} T, formula {Bp:.3f} T")
    print(f"  MR 10 T {d10-1:.3f} (formula {pred(10.)-1:.3f}), 20 T {d20-1:.3f} (formula {pred(20.)-1:.3f})")
    print(f"  slope 10-20 T {(d20-d10)/10:.4f} /T, asymptote {np.hypot(mu, c*dmu)/rho:.4f} /T")
assert abs(Bd[.5, .125]*.5/rho-1) < 0.10
assert abs(Bd[.125, .5]*.5/(rho*xstar)-1) < 0.15
print("done: every assertion held")
```

It prints:

```
delta = 30 deg: a = 0.6784, q = 0.4410, 2a = 1.3569
element vs finite elements at mu B = 1.5: max error 2.4e-05 (units of s)
12x12 shift h->h+5: torus rho_xx 2.80030 -> 2.80030, 2-terminal R 2.829 -> 6.759 (s)
ln s spread 0.5, 16x16 torus: MR uniform h=14: 2e-16; uniform mu B=14: 2.254
columns h=+-4: rho_xx = 13.1486, rho_yy = 1.3569 (s)
12x12 random torus saturates: F(1e6) = 1848.33, F(2e6) = 1848.33
uniform 4x4: dlnR/dlnB at mu B ~ 1e3 = 2.0000
uniform 5x5: dlnR/dlnB at mu B ~ 1e3 = 0.0000
uniform 60x60, h/rho = 0.5: R/R0 = 1.1179, sqrt(1+(h/rho)^2) = 1.1180
uniform 60x60, h/rho = 1.0: R/R0 = 1.4139, sqrt(1+(h/rho)^2) = 1.4142
uniform 60x60, h/rho = 2.0: R/R0 = 2.2356, sqrt(1+(h/rho)^2) = 2.2361
uniform 60x60, h/rho = 4.0: R/R0 = 4.1226, sqrt(1+(h/rho)^2) = 4.1231
bars N=20, M=20,40,60, h/rho=4: R/rho = 4.1191 5.1975 6.2008
  their MR = 3.1191 1.5987 1.0669
g: 8x8 single impurity 0.33923, 8x8 zone sum 0.33924, infinite 0.34693
x =  0.1: F = 1.0034 +- 0.0000
x =  0.5: F = 1.0795 +- 0.0004
x =  1.0: F = 1.2678 +- 0.0014
x =  1.5: F = 1.5045 +- 0.0026
x =  2.0: F = 1.7631 +- 0.0041
x =  3.0: F = 2.3087 +- 0.0084
x =  4.0: F = 2.8706 +- 0.0143
x =  6.0: F = 4.0123 +- 0.0291
x =  8.0: F = 5.1639 +- 0.0465
x = 12.0: F = 7.4843 +- 0.0859
x = 16.0: F = 9.8265 +- 0.1297
x = 24.0: F = 14.5804 +- 0.2289
(F(0.1)-1)/x^2 = 0.3449; slope c (x=8..24) = 0.589; MR exponent = 1.076
24x24 weight |lam|<0.1: 0.0369, <0.2: 0.0737, pi w(0) ~ 0.579
xstar = 1.312
example: s = 10 ohm, 32x32, R0 = 13.569 ohm, 8 samples
2a/mu at 0.5 m^2/Vs = 2.714 T; 2a xstar/dmu at 0.5 m^2/Vs = 3.561 T
mu=0.5, dmu=0 m^2/Vs: Bx direct 2.717 T, formula 2.714 T
  MR 10 T 2.817 (formula 2.818), 20 T 6.436 (formula 6.437)
  slope 10-20 T 0.3620 /T, asymptote 0.3685 /T
mu=0.5, dmu=0.125 m^2/Vs: Bx direct 2.665 T, formula 2.658 T
  MR 10 T 2.878 (formula 2.886), 20 T 6.549 (formula 6.560)
  slope 10-20 T 0.3671 /T, asymptote 0.3725 /T
mu=0.5, dmu=0.5 m^2/Vs: Bx direct 2.150 T, formula 2.125 T
  MR 10 T 3.479 (formula 3.564), 20 T 7.628 (formula 7.796)
  slope 10-20 T 0.4149 /T, asymptote 0.4276 /T
mu=0.125, dmu=0.5 m^2/Vs: Bx direct 3.420 T, formula 3.366 T
  MR 10 T 1.810 (formula 1.847), 20 T 4.096 (formula 4.142)
  slope 10-20 T 0.2286 /T, asymptote 0.2358 /T
mu=0, dmu=0.5 m^2/Vs: Bx direct 3.615 T, formula 3.561 T
  MR 10 T 1.670 (formula 1.694), 20 T 3.794 (formula 3.801)
  slope 10-20 T 0.2124 /T, asymptote 0.2170 /T
done: every assertion held
```
